# Backward Monte Carlo for the phonon temperature at a very small detector

Suppose the temperature rise is wanted in a cube of side 4 nm, just below the hot region of a transistor. Many of the phonons that carry heat there travel farther than the size of the hot region, so Fourier's law is unreliable. One alternative is to simulate phonon trajectories, and then one must decide at which end they start. In the example below, trajectories launched from the heat source need about $2\times10^6$ paths for a statistical error of 1 %. Launched backward from the detector, they need about $6.2\times10^4$. The backward method rests on a formula that says how a path is launched and what it scores.

## A grain with two phonon groups

Take a uniform grain with two phonon groups, each of heat capacity $C_1=C_2=1$ MJ/(m³ K). Let $\theta_j$ be the temperature rise of group $j$: its excess energy density divided by $C_j$. Group 1 scatters with lifetime $\tau_1=4$ ps and also escapes to a cold sink at the rate 1/4 per ps. Group 2 scatters with $\tau_2=1$ ps and cannot escape. A heater feeds group 2, raising it at $g_2=1$ K/ps.

Scattering pulls both groups toward a common scattering temperature $\tilde T$. In the steady state, with times in ps and temperatures in K,

$$0=\frac{\tilde T-\theta_1}{4}-\frac{\theta_1}{4},\qquad 0=\frac{\tilde T-\theta_2}{1}+1 .$$

Hence $\theta_1=\tilde T/2$ and $\theta_2=\tilde T+1$. Scattering conserves energy, so $\sum_j (C_j/\tau_j)(\tilde T-\theta_j)=0$. This makes $\tilde T$ an average with weights proportional to $C_j/\tau_j$, that is, $1/4:1$ or $0.2:0.8$:

$$\tilde T=0.2\,\frac{\tilde T}{2}+0.8(\tilde T+1)=0.9\,\tilde T+0.8\;\Rightarrow\;\tilde T=8 .$$

So $\theta_1=4$ and $\theta_2=9$. The temperature that measures stored energy has weights $C_j/C$, here one half each: $T=6.5$ K. It differs from $\tilde T$.

Now play a game. Start a walker in group 1 or 2 with probability 1/2 each. In group 2 it collects 1 K per ps until it scatters, after 1 ps on average. In group 1 it collects nothing; scattering and escape are equally likely. After scattering it enters group 1 with probability 0.2 and group 2 with probability 0.8. The path 1→2→2→1→escape visits group 2 twice and scores 2 K on average.

Let $m_j$ be the mean score from group $j$, and $\bar m=0.2m_1+0.8m_2$ the mean score after a scattering. The rules give

$$m_1=\tfrac12\bar m,\qquad m_2=1+\bar m .$$

These are the equations for $\theta_1,\theta_2$ with $\bar m$ in place of $\tilde T$. Therefore $\bar m=8$, and the mean score of the game is $(4+9)/2=6.5$ K, the wanted temperature.

Two lessons carry over. The launch probabilities are $C_j/C$, while those after scattering are proportional to $C_j/\tau_j$. And the score is the time spent in the heated group times its heating rate.

The forward game starts in group 2, where the heat enters, and measures the total time until escape. Let $R_j$ be the mean remaining time from group $j$, and $\bar R=0.2R_1+0.8R_2$. A stay in group 1 ends at the total rate 1/2 per ps, so it lasts 2 ps. Thus $R_1=2+\bar R/2$ and $R_2=1+\bar R$, which give $\bar R=12$ and $R_2=13$ ps. Stored energy is power times residence time, so $T=C_2g_2R_2/C=1\times1\times13/2=6.5$ K again.

## The general formula

Let the film occupy $0<z<L$. Group $j$ has heat capacity $C_j$, speed $v_j$, lifetime $\tau_j$ and free path $\Lambda_j=v_j\tau_j$; $C=\sum_jC_j$. Phonons are treated as classical particles with isotropic scattering in the relaxation-time model. The state is steady, and the rise is small enough that these parameters stay fixed.

Define $\theta_j(\mathbf r,\boldsymbol\Omega)$ so that the excess energy density per solid angle is $C_j\theta_j/4\pi$, where $\boldsymbol\Omega$ is the direction of travel. A source of density $Q(\mathbf r)$ gives the share $p_j$ to group $j$, isotropically. With $g_j=Qp_j/C_j$, the transport equation is

$$v_j\boldsymbol\Omega\cdot\nabla\theta_j=\frac{\tilde T-\theta_j}{\tau_j}+g_j .$$

Multiply by $C_j$, average over directions (angle brackets) and sum over groups. The left side becomes the divergence of the heat flux, which must equal $Q$. The scattering terms therefore cancel:

$$\tilde T=\sum_jw_j\langle\theta_j\rangle,\qquad w_j=\frac{C_j/\tau_j}{\sum_iC_i/\tau_i}.$$

Look upstream along the ray $\mathbf r_s=\mathbf r-v_j\boldsymbol\Omega s$. By the chain rule and the transport equation,

$$\frac{d}{ds}\theta_j(\mathbf r_s)=-v_j\boldsymbol\Omega\cdot\nabla\theta_j=\frac{\theta_j-\tilde T}{\tau_j}-g_j .$$

Multiplying by $e^{-s/\tau_j}$ turns the $\theta_j$ terms into a total derivative:

$$\frac{d}{ds}\left[e^{-s/\tau_j}\theta_j\right]=-e^{-s/\tau_j}\left[\frac{\tilde T}{\tau_j}+g_j\right].$$

Integrate from $s=0$ to the time $s_b$ at which the ray meets a wall:

$$\theta_j(\mathbf r,\boldsymbol\Omega)=\int_0^{s_b}e^{-s/\tau_j}\left[\frac{\tilde T(\mathbf r_s)}{\tau_j}+g_j(\mathbf r_s)\right]ds+e^{-s_b/\tau_j}\theta_j(\mathbf r_{s_b},\boldsymbol\Omega).$$

Each term is an expectation. Let $S$ be a random flight time with density $e^{-s/\tau_j}/\tau_j$; then $e^{-s/\tau_j}$ is the probability that $S>s$.

- The $g_j$ term is the mean of $\int_0^{\min(S,s_b)}g_j\,ds$, the heating collected during the flight.
- The $\tilde T$ term is the mean of $\tilde T$ at the scattering point, if the flight ends before the wall. Since $\tilde T=\sum_jw_j\langle\theta_j\rangle$, the walk restarts there in a group drawn from $w_j$, with an isotropic direction.
- The last term says that with probability $e^{-s_b/\tau_j}$ the walk reaches the wall, where the wall law continues it.

At the adiabatic top, a fraction $\sigma$ of phonons reflects specularly and the rest diffusely. For a direction leaving the wall,

$$\theta_j(\boldsymbol\Omega)=\sigma\,\theta_j(\boldsymbol\Omega_{\rm spec})+\frac{1-\sigma}{\pi}\int_{\rm arriving}|\cos\vartheta'|\,\theta_j(\boldsymbol\Omega')\,d\Omega' .$$

The weight $|\cos\vartheta'|/\pi$ integrates to one over a hemisphere, so it is a probability density. A backward walker is mirrored with probability $\sigma$; otherwise it leaves with $|\cos\vartheta|=\sqrt u$, where $u$ is uniform on (0,1), because the density of $\mu=|\cos\vartheta|$ is $2\mu$. The bottom contact transmits with probability $\alpha$ to a sink at zero rise, where the walk ends with no further score. Otherwise it reflects diffusely. The group is kept at both walls.

Repeated substitution leaves a remainder: $\tilde T$ averaged over walks still alive after $n$ scatterings. From any state in this finite-thickness film, the chance of absorption within some fixed time exceeds a positive number. The surviving fraction thus tends to zero, and so does the remainder for bounded $\tilde T$.

The detector rise is the energy average $T_D=V_D^{-1}\int_D\sum_j(C_j/C)\langle\theta_j\rangle\,dV$. Its weights are the launch rule, and

$$T_D=\mathrm E\left[\int_0^{\rm absorption}\frac{Q(\mathbf X_s)\,p_{J_s}}{C_{J_s}}\,ds\right].$$

Here $\mathbf X_s$ and $J_s$ are the walker's position and group at backward time $s$. The walker starts uniformly in $D$, in group $j$ with probability $C_j/C$, in an isotropic direction.

In practice one stores $t_{bj}$, the time each path spends in source block $b$ while in group $j$. For uniform blocks, $T_D=\sum_{b,j}Q_bp_{bj}\,\mathrm E[t_{bj}]/C_j$. New powers or source spectra then need no new paths, as long as the film parameters are unchanged.

## Both limits on a line

Let one group move only up or down between two absorbing walls, with uniform heating $g$. Scattering redraws the direction, so $T=(\theta_++\theta_-)/2$, and

$$v\theta_+'=\frac{T-\theta_+}{\tau}+g,\qquad -v\theta_-'=\frac{T-\theta_-}{\tau}+g .$$

Put $D=\theta_+-\theta_-$. Adding the equations gives $vD'=2g$; subtracting them gives $2vT'=-D/\tau$. By symmetry $D$ vanishes at midfilm, so $D=2g(z-L/2)/v$. The wall condition $\theta_+(0)=T(0)+D(0)/2=0$ gives $T(0)=gL/2v$. Integrating $T'=-D/2\Lambda$ yields

$$T(z)=\frac gv\left[\frac L2+\frac{z(L-z)}{2\Lambda}\right].$$

The formula above identifies $T/g$ as the mean time a backward walker needs to leave. For $\Lambda\gg L$ it is $L/2v$, the average of the two straight exit times $z/v$ and $(L-z)/v$. For $\Lambda\ll L$ the second term dominates in the interior, the result of diffusion with diffusivity $v\Lambda$.

## Why the small detector favours backward paths

A forward path starts in the source, in group $j$ with probability $p_j$. Scattered energy is emitted in proportion to $C_j\tilde T/\tau_j$, hence again with probabilities $w_j$. If $P$ is the source power and $t_D$ the time a path spends in the detector, the stored excess energy is $P\,\mathrm E[t_D]=CV_DT_D$. The forward score is therefore $Pt_D/(CV_D)$.

Let the detector have side $a$, much smaller than its distance from the source. If free paths are long compared with $a$, a path hits it with probability of order $a^2$ and stays for a time of order $a$. The mean score is independent of $a$, since $a^2\cdot a/a^3=1$, but the mean square grows as $a^2\cdot a^2/a^6=a^{-2}$. If free paths are short compared with $a$, diffusive capture has probability of order $a$ and a stay of order $a^2$. The mean square then grows as $a\cdot a^4/a^6=a^{-1}$.

The backward score is at most the walker's lifetime times the largest $g_j$. The absorption argument above gives that lifetime an exponentially decaying tail, so the variance stays finite even for a point detector. This needs an extended source. If the source shrinks to side $b$ at fixed power, $g_j$ grows as $b^{-3}$, and the same counting makes the backward variance diverge.

## Two hot blocks in a 100 nm film

The model film has four phonon groups with round parameters:

| Group | $C_j$ (MJ/m³K) | $v_j$ (km/s) | $\tau_j$ (ps) | $\Lambda_j$ (nm) |
|---|---|---|---|---|
| 1 | 0.05 | 6 | 80 | 480 |
| 2 | 0.40 | 5 | 20 | 100 |
| 3 | 0.70 | 3 | 8 | 24 |
| 4 | 0.50 | 1 | 3 | 3 |

The total capacity is $C=1.65$ MJ/(m³ K). Group 4 is launched with probability $0.50/1.65=0.303$ but chosen at a scattering with probability 0.607. The walls have $\sigma=0.5$ and $\alpha=0.3$.

Two blocks of 60×60×20 nm³ touch the top, with centres 150 nm apart. Each dissipates 1 W/µm³, or 72 µW, into the slow group 4, a simple picture of electrons heating optical phonons. The detector is a 4 nm cube centred 30 nm deep, 10 nm below block A.

Only time spent in group 4 scores, at the rate

$$\frac{Q}{C_4}=\frac{10^{18}\ \mathrm{W/m^3}}{0.5\times10^6\ \mathrm{J/(m^3K)}}=2\ \mathrm{K/ps}.$$

Block A contributes $7.30\pm0.09$ K, so an average path spends about 3.6 ps there in group 4. Block B contributes $0.72\pm0.03$ K. Errors are one standard error. The total is $8.02\pm0.10$ K; 53 % of the paths cross block A and 6 % cross block B.

If heat is instead shared in proportion to $C_j$, every group scores $Q/C=0.61$ K/ps, and the same paths give $7.43\pm0.06$ K. Because these values share one set of paths, their statistical errors are correlated, and they can all be off in the same direction by about 0.2 K.

The standard deviation of the backward score from block A is 18.2 K. A relative error of 1 % thus needs $(18.2/7.30)^2\times10^4\approx6.2\times10^4$ paths. For detector sides of 16, 4 and 0 nm the standard deviation is 17.4, 18.2 and 17.7 K, so it hardly depends on size. The forward variance, estimated from the few paths that hit the small cube and therefore uncertain by 10 % or more, grows roughly 14-fold from 16 to 4 nm, between the factors 4 and 16 of the two scaling laws. At 16 nm the backward method needs 2.5 times fewer paths; at 4 nm, about 30 times fewer. These ratios count paths, not computing time.

## Comparison with Fourier's law

The bulk conductivity follows from $\kappa=\sum_jC_jv_j^2\tau_j/3=132$ W/(m K). Near a contact in the diffusive limit, write $\theta_j=T+a_j\mu$, with $\mu$ now the direction cosine toward the contact. The net flux is $q=\sum_jC_jv_ja_j/3$, and the flux arriving at the contact is

$$q_+=\sum_jC_jv_j\,\tfrac12\int_0^1\mu(T+a_j\mu)\,d\mu=\frac T4\sum_jC_jv_j+\frac q2 .$$

Only the fraction $\alpha$ passes, so $q=\alpha q_+$. Solving for $q=GT$ gives

$$G=\frac{\alpha\sum_jC_jv_j/4}{1-\alpha/2}=\frac{0.3\times1.225}{0.85}\ \frac{\mathrm{GW}}{\mathrm{m^2K}},$$

or a resistance $1/G=2.31$ m²K/GW.

The heat equation with this contact gives 2.48 K from block A and 0.53 K from block B, in total 3.01 K. The phonon result is more than 2.5 times this value. Heating group 4 explains a small part, since the thermal spectrum still gives 7.43 K. Groups 1 and 2 supply $48+67=115$ of the 132 W/(m K), with free paths at least equal to the film thickness. The local law $q=-\kappa\nabla T$ is then not justified at the scale of the block. The comparison does not separate this effect from departures from the equilibrium contact law.

With short free paths the two calculations should agree, and a separate test confirms this. For one group with $C=1.65$ MJ/(m³ K), $v=3$ km/s and $\Lambda=10$ nm, heated at the same density of 1 W/µm³ in a 160×160×30 nm³ source, a specular top, a fully absorbing contact and a point detector 60 nm deep, the backward method gives $39.9\pm0.5$ K and the heat equation 39.5 K. That heat equation places zero temperature $0.7104\Lambda$ beyond the contact when the profile is extrapolated linearly. This is the known half-space (Milne) value; the flux estimate above would give $\kappa/G=2\Lambda/3$.

## Independent checks

For a source uniform in the lateral directions, averaging the ray equation over directions gives a deterministic integral equation. The direct part is

$$\langle\theta_j\rangle(z)=\int_0^L\frac{E_1(|z-z'|/\Lambda_j)}{2\Lambda_j}\left[\tilde T+\tau_jg_j\right](z')\,dz'+\text{wall terms},$$

because $\tfrac12\int_0^1e^{-x/\mu}d\mu/\mu=E_1(x)/2$. The wall terms follow from the same average applied to the reflection laws.

With group 4 heated in the top 20 nm and the detector at 8–12 nm, the original walls give $T=87.8$ K, against $87.9\pm0.7$ K from backward paths. A diffuse top and fully absorbing contact give 47.2 K, against $47.4\pm0.4$ K. In this second case $\tilde T$ is 54.4 K. Reweighting the starting groups from $C_j/C$ to $w_j$ gives $54.5\pm0.6$ K, so the launch rule decides which temperature is computed. Halving the cells to 0.5 nm shifts the reference $T$ by less than 0.05 K.

Forward paths test the reversal itself. For block A and the 16 nm cube they give $7.28\pm0.16$ K, against $7.11\pm0.14$ K backward. For the 4 nm cube they give $6.8\pm0.6$ K, against $7.30\pm0.09$ K.

## What a real device changes

The parameters are rough values for a crystalline semiconductor layer near room temperature. Each block carries 1.2 mW per µm of its 60 nm width, a rough on-state power for a small transistor rather than a time average. A larger contact resistance raises the result, but it also makes the heat spread farther along the film before it leaves. In the heat equation the spreading length is $\sqrt{\kappa L/G}$, about 175 nm here. Ten nanometres of oxide with a rough conductivity of 1 W/(m K) add 10 m²K/GW and lengthen it to about 400 nm. The heat equation then gives only 1.1 K more at the detector. Backward paths, with $\alpha$ lowered to 0.064 to give the same total resistance, give about 2 K more. A fixed footprint of 260×410 nm² would have suggested 14 K. The small increase relies on a wide film with no other heaters nearby; trenches or hot neighbours block the spreading and make the oxide matter more.

Even a metal sink warms up. Treated as a half-space with conductivity 200 W/(m K), heated through an isothermal disc of radius 184 nm (the area of that footprint), it rises by about 1.0 K. This overestimates the effect, because the heat enters over a wider area: the heat equation for the film on such a half-space gives about 0.4 K more at the detector. The mean rise in block A is 16 K; if all lifetimes fall as $1/T$ by the corresponding amount, the slab temperature changes by 0.9 %. Nearly half of the slab's rise comes from reflection at the contact and hardly depends on the lifetimes, so the small detector is more sensitive. Halving all lifetimes raises its result by roughly 30 %; the much smaller change considered here raises it by between 1 and 2 %. This indicates the size of the nonlinearity; it is not a correction.

The thermal wavelength $hv/(k_BT)$ of the fastest group at 300 K is 0.96 nm. The 4 nm cube is only a few times larger, and low-frequency phonons, which often have the longest free paths, have longer wavelengths still. The particle picture is therefore already strained there. The point detector is a useful limit of the transport equation, but it promises no spatial resolution below the phonon wavelength. The numerical output below lists the main values.

## Calculated quantities

```
Phonon groups: C [MJ/m3K], v [km/s], tau [ps], path [nm]
  1: 0.05 6.0 80 480; launch 0.0303, scatter 0.0023
  2: 0.40 5.0 20 100; launch 0.2424, scatter 0.0728
  3: 0.70 3.0 8 24; launch 0.4242, scatter 0.3184
  4: 0.50 1.0 3 3; launch 0.3030, scatter 0.6065
Total heat capacity: 1.65 MJ/(m3 K)
Bulk conductivity: 132.0 W/(m K)
Film thickness: 100 nm; sink temperature: 300 K
Top specularity: 0.5; contact transmission: 0.3
Contact resistance (diffusive estimate): 2.31 m2 K/GW
Slab test, detector 8-12 nm deep [K]:
  specularity 0.5, transmission 0.3:
    T: MC 87.89 +- 0.70, reference 87.83
    scattering T: MC 95.37 +- 1.01, reference 95.01
    mesh shift of reference T: 0.0473 K
  specularity 0.0, transmission 1.0:
    T: MC 47.42 +- 0.41, reference 47.20
    scattering T: MC 54.50 +- 0.60, reference 54.41
    mesh shift of reference T: 0.0019 K
Diffusive test, free path 10 nm [K]: MC 39.92 +- 0.53, Fourier 39.52
Source density: 1.0 W/um3; power per block: 72.0 uW
Rise at the 4 nm detector, 30 nm deep [K], slow-group heating:
  from block A: 7.296 +- 0.091; hit by 53.0 % of paths
  from block B: 0.720 +- 0.030; hit by 6.1 % of paths
  total: 8.016 +- 0.095
  total, thermal source spectrum: 7.426 +- 0.060
  Fourier: A 2.481, B 0.528, total 3.009
  ratio of adjoint total to Fourier: 2.664
Forward and backward estimates for block A:
  side 16 nm: forward 7.284 +- 0.158 K, backward 7.111 +- 0.142 K
    paths for 1 % error: forward 1.49e+05, backward 6.00e+04
  side 4 nm: forward 6.843 +- 0.580 K, backward 7.296 +- 0.091 K
    paths for 1 % error: forward 1.90e+06, backward 6.20e+04
  forward variance growth, side 16 to 4 nm: 13.4
  backward score spread at 16, 4, 0 nm [K]: 17.42, 18.16, 17.71
  point detector: 7.136 +- 0.145 K
Neglected effects:
  mean rise in block A: 16.16 K
  slab T change if lifetimes fall as 1/T: 0.86 %
  rise of metal sink (200 W/mK, disc radius 184 nm): 0.98 K
  thermal wavelength h*v/(k*T), fastest group: 0.96 nm
```
